# Slow Chemical Eigenvalue of an Energy-Grained Master Equation for Precursor Decomposition

## A small eigenvalue beside very fast rates

For a 450-grain model of silane at 700 K and 1 Torr, a double-precision symmetric eigenvalue routine, asked for the lowest eigenvalue alone, returns a slowest decay rate of \(6.17\times10^{-5}\ {\rm s^{-1}}\). A calculation that adds, multiplies and divides positive numbers, but never subtracts, gives \(4.29\times10^{-6}\ {\rm s^{-1}}\). Both use the same rates. The first answer is too large by a factor of 14 because the matrix also contains a reaction rate of \(4.96\times10^{12}\ {\rm s^{-1}}\). Two questions follow: how can the small eigenvalue be computed reliably, and when may it be called a chemical rate constant?

The model describes the irreversible step \({\rm SiH_4\to SiH_2+H_2}\). Silane is dilute in nitrogen at fixed temperature \(T\), so silane–silane collisions, recombination and secondary chemistry are omitted. Energies are in eV or meV and rates in \({\rm s^{-1}}\).

## Rates on the energy grid

Grain \(i\) has width \(\delta\), central energy \(E_i\), \(g_i\) states and population \(n_i\). Its normalised thermal population is

\[
f_i=\frac{g_i e^{-E_i/kT}}{Q},\qquad Q=\sum_i g_i e^{-E_i/kT}.
\]

Vibrations are harmonic and rotation is a classical spherical top. Level \(J\) has \((2J+1)^2\simeq4J^2\) states and energy \(E\simeq BJ^2\). With symmetry number \(\sigma\), the number of rotor states up to \(E\) is

\[
N_{\rm rot}(E)=\frac1\sigma\int_0^{\sqrt{E/B}}4J^2\,dJ
=\frac{4}{3\sigma}\left(\frac EB\right)^{3/2}.
\]

Differences of this function at the grain edges start the count. A vibrational quantum \(m\delta\) is included by replacing \(g_i\) with \(g_i+g_{i-m}\) in ascending order. Because \(g_{i-m}\) has already been updated, this sums over every occupation of the oscillator.

Let \(N^\ddagger(\epsilon)\) count transition-state levels up to energy \(\epsilon\) above the barrier \(E_0\). The RRKM rate is \(k(E)=N^\ddagger(E-E_0)/[h\rho(E)]\), where \(\rho\) is the molecular density of states. Averaging over a grain with weight \(\rho\) gives

\[
k_i=\frac1{g_i}\int_i\rho(E)k(E)\,dE
=\frac1{hg_i}\int_iN^\ddagger(E-E_0)\,dE .
\]

For collisions, \(P_{ij}\) is the probability of moving from \(j\) to \(i\). The Metropolis rule sets, for \(i\ne j\),

\[
P_{ij}=\tanh\!\left(\frac{\delta}{2\alpha}\right)
e^{-|E_i-E_j|/\alpha}\min\!\left(1,\frac{f_i}{f_j}\right).
\]

Multiplication by \(f_j\) turns the last factor into \(\min(f_j,f_i)\), so \(P_{ij}f_j=P_{ji}f_i\): detailed balance holds. With \(r=e^{-\delta/\alpha}\), the exponential weights on an infinite grid sum to \((1+r)/(1-r)=\coth(\delta/2\alpha)\). The prefactor therefore keeps the total departure probability below one, and the remainder is elastic. Downward transfers to a grain at least as populated as the starting one are exponential with scale \(\alpha\). Those to a less populated grain are reduced; at 900 K this matters only below about 0.4 eV, far from the barrier.

With collision frequency \(\omega\) and \(R_{ij}=\omega P_{ij}\) for \(i\ne j\), the master equation is

\[
\frac{d\mathbf n}{dt}=-L\mathbf n,\qquad
L_{ij}=-R_{ij},\qquad
L_{jj}=k_j+\sum_{i\ne j}R_{ij}.
\]

Elastic collisions cancel. Column \(j\) of \(L\) sums to \(k_j\), since only reaction removes molecules.

## Symmetrisation and the sign of the spectrum

Let \(F={\rm diag}(f_i)\) and \(S=F^{-1/2}LF^{1/2}\). This similarity transformation preserves eigenvalues. Define the equilibrium flux \(w_{ij}=R_{ij}f_j=w_{ji}\). Then

\[
S_{ij}=-R_{ij}\sqrt{\frac{f_j}{f_i}}
=-\frac{w_{ij}}{\sqrt{f_if_j}}=S_{ji}.
\]

For a vector \(\mathbf x\), put \(x_i=\sqrt{f_i}\,y_i\). Its quadratic form is

\[
\begin{aligned}
\mathbf x^TS\mathbf x
&=\sum_i k_if_iy_i^2+\sum_{i\ne j}w_{ij}(y_j^2-y_iy_j)\\
&=\sum_i k_if_iy_i^2+\frac12\sum_{i\ne j}w_{ij}(y_i-y_j)^2 .
\end{aligned}
\]

The second line averages the first with the expression obtained by exchanging \(i\) and \(j\). Neither term is negative. All grains are connected by collisions, so the second term vanishes only if every \(y_i\) is equal; the first then excludes a nonzero vector if any \(k_i>0\). All eigenvalues are therefore real and positive: \(0<\lambda_1\le\lambda_2\le\cdots\).

The lowest one is simple. Replacing a minimising vector by its absolute values cannot raise the quadratic form, because the off-diagonal elements of \(S\) are negative. The new vector is thus also a lowest eigenvector. It has no zero component: at a zero, the eigenvalue equation would make a sum of strictly negative multiples of the other components vanish, forcing them all to zero. If the original vector had mixed signs, taking absolute values would strictly lower the form, a contradiction. Every lowest eigenvector thus has one sign, and two such vectors cannot be orthogonal. Multiplication by \(F^{1/2}\) gives a positive population vector.

## When the slow eigenvalue is chemical

Let \(\mathbf u^{(j)}\) be orthonormal eigenvectors of \(S\). From a thermal start, the surviving fraction is

\[
s(t)=\sum_jc_je^{-\lambda_jt},\qquad
c_j=\left(\sum_i\sqrt{f_i}\,u_i^{(j)}\right)^2,\qquad \sum_jc_j=1 .
\]

One factor in the square projects the initial population onto the mode; the other sums the mode over grains. The flux coefficient is

\[
k(t)=\frac{\sum_i k_in_i}{\sum_i n_i}=-\frac{\dot s}{s}.
\]

It starts at \(k_\infty=\sum_i k_if_i\) and tends to \(\lambda_1\).

Three variational bounds locate the slow part of the spectrum.

1. The normalised trial vector \(x_i=\sqrt{f_i}\) has \(y_i=1\), so its collisional term vanishes and \(\lambda_1\le k_\infty\).
2. Trial vectors confined to nonreactive grains see only collisions, including escape into reactive grains. If \(\mu_0\) is the smallest escape eigenvalue per collision, \(\lambda_1\le\omega\mu_0\).
3. Without reaction, the collision matrix has eigenvalue zero and a next eigenvalue \(\omega\gamma\). Reaction adds a nonnegative diagonal matrix. The second eigenvalue is the minimum, over two-dimensional subspaces, of the largest normalised quadratic form in each. The addition cannot lower it, so \(\lambda_2\ge\omega\gamma\).

Combining the last two gives

\[
\frac{\lambda_1}{\lambda_2}\le\frac{\mu_0}{\gamma},
\]

in which pressure has cancelled. A small right-hand side certifies separation at every pressure for the chosen temperature and collision law. A large one leaves the matter open.

A small eigenvalue ratio does not by itself show that a thermal sample decays mainly through the slow mode. Differentiating \(s(t)\) at \(t=0\) gives

\[
k_\infty=\sum_jc_j\lambda_j\ge c_1\lambda_1+(1-c_1)\lambda_2,
\]

and therefore

\[
1-c_1\le\frac{k_\infty-\lambda_1}{\lambda_2-\lambda_1}.
\]

The delay before \(\lambda_1\) describes the flux can also be bounded. From the modal sum,

\[
k(t)-\lambda_1=
\frac{\sum_{j>1}c_j(\lambda_j-\lambda_1)e^{-\lambda_jt}}
{\sum_jc_je^{-\lambda_jt}} .
\]

The denominator is at least \(c_1e^{-\lambda_1t}\). In the numerator, \(e^{-\lambda_jt}\le e^{-\lambda_2t}\), and the remaining sum is \(k_\infty-\lambda_1\). Hence

\[
0\le k(t)-\lambda_1\le
\frac{k_\infty-\lambda_1}{c_1}\,e^{-(\lambda_2-\lambda_1)t}.
\]

The eigenvalue is a useful rate constant when this transient is short compared with the time of interest and \(c_1\) is close to one.

## Where the digits are lost

A standard dense symmetric solver finds the eigenvalues of \(S+\Delta S\), where the norm of \(\Delta S\) is of order \(\varepsilon\|S\|\), up to a size-dependent factor, and \(\varepsilon\) is machine precision. An eigenvalue can move by as much as \(\|\Delta S\|\). Here \(\varepsilon\) times the largest reaction rate is \(1.10\times10^{-3}\ {\rm s^{-1}}\). Relative to \(\lambda_1\), this error scale is 0.11 at 900 K and about 260 at 700 K, both at 1 Torr. The actual errors in this run are smaller: 2.7% at 900 K and the factor of 14 at 700 K. Their size and sign depend on the routine, the ordering of the grains and the rounding, so the 700 K result could also have been negative. The bound is not always reached. Asked for the whole spectrum, with the grains in energy order, such routines can come within a few per cent of the 700 K value, but nothing in the result shows when they have.

The physical data determine \(\lambda_1\) much better than this. From the quadratic form,

\[
\lambda_1=\min_{\mathbf y\ne0}
\frac{\sum_i k_if_iy_i^2+\tfrac12\sum_{i\ne j}w_{ij}(y_i-y_j)^2}
{\sum_i f_iy_i^2}.
\]

Hold \(f_i\) fixed and change every \(k_i\) and every symmetric flux \(w_{ij}\) by a relative amount no larger than \(\eta<1\). For each \(\mathbf y\), the numerator lies between \(1-\eta\) and \(1+\eta\) times its old value; so does the minimum. The relative change of \(\lambda_1\) is at most \(\eta\), however large the fastest rate. An algorithm that works with rates and losses, without recovering a small loss by subtracting large matrix elements, can keep this accuracy. Ordinary LU factorisation of \(L\) with inverse iteration already escapes the fastest reaction rate: its error scale is \(\varepsilon\omega\), a few parts in \(10^4\) of \(\lambda_1\) at 700 K and 1 Torr. It fails in turn once \(\lambda_1\) falls towards \(\varepsilon\omega\), and the elimination below removes that limit as well.

## Elimination without subtraction

To solve \(L\mathbf x=\mathbf b\) with positive \(\mathbf b\), remove the highest grain \(n=N\) first. Its equation reads

\[
d_nx_n-\sum_{j<n}R_{nj}x_j=b_n,\qquad
d_n=k_n+\sum_{i<n}R_{in},
\]

so that

\[
x_n=\frac{b_n+\sum_{j<n}R_{nj}x_j}{d_n}.
\]

Substitution in the equation of a lower grain \(i\) replaces its source and incoming rates by

\[
b_i\leftarrow b_i+\frac{R_{in}b_n}{d_n},\qquad
R_{ij}\leftarrow R_{ij}+\frac{R_{in}R_{nj}}{d_n}\quad(i\ne j).
\]

The new rate adds the path from \(j\) to \(i\) through the removed grain. Substitution also lowers the diagonal, but that subtraction need not be performed if the column losses are carried instead. Before elimination, the lower rows of column \(j\) sum to \(k_j+R_{nj}\), because the entry \(-R_{nj}\) has been left out. Substitution subtracts \(\sum_{i<n}R_{in}R_{nj}/d_n\). Since \(\sum_{i<n}R_{in}=d_n-k_n\),

\[
k_j\leftarrow k_j+R_{nj}-R_{nj}\frac{d_n-k_n}{d_n}
=k_j+R_{nj}\frac{k_n}{d_n}.
\]

The last form is the one evaluated: it adds the rate of entering the removed grain, multiplied by the probability of reacting before returning to a remaining grain. Repetition reaches grain 1, where \(x_1=b_1/d_1\) with \(d_1=k_1\) after the updates. The other components follow in ascending order. Factorisation needs about \(N^3/3\) rate updates, and each later solution of order \(N^2\) operations.

Inverse iteration begins with \(\mathbf n=\mathbf f\), solves \(L\mathbf x=\mathbf n\), forms

\[
\lambda=\frac{\sum_i n_i}{\sum_i x_i},
\]

and uses the normalised \(\mathbf x\) as the next \(\mathbf n\). Each solution divides mode \(j\) by \(\lambda_j\), so each step multiplies the unwanted modes, relative to the slow one, by a factor no larger than \(\lambda_1/\lambda_2\). The first estimate is the inverse of the mean thermal lifetime \(\tau\), because

\[
L^{-1}\mathbf f=\int_0^\infty\mathbf n(t)\,dt,\qquad
\tau=\sum_j\frac{c_j}{\lambda_j}.
\]

Since \(\lambda_j\ge\lambda_1\), \(\tau\le1/\lambda_1\). The Cauchy inequality gives \(1=(\sum_jc_j)^2\le k_\infty\tau\). Thus \(\lambda_1\le1/\tau\le k_\infty\).

Absence of cancellation does not by itself show that the accumulated rounding error is small. That was tested on a 60-grain version at 900 K and 1 Torr: \(\lambda_1\) differed from a 40-digit diagonalisation by a relative \(1.5\times10^{-15}\).

## Silane at 900 K

The parameters are rough values rounded to the grid. The barrier is 2.40 eV, \(\alpha=40\) meV, \(\delta=10\) meV, and the grid ends at 4.5 eV. The molecular quanta are 270 meV (four), 120 meV (two) and 110 meV (three). The transition-state quanta are 270, 270, 200, 130, 120, 100, 90 and 60 meV. The rotor constants are 0.36 meV for the molecule and 0.30 meV for the transition state, with symmetry numbers 12 and 1.

The collision frequency is \(\omega=n_{\rm gas}\pi d^2\bar v\), where \(n_{\rm gas}\) is the gas number density, \(d=0.45\) nm, and \(\bar v\) is the mean relative speed for masses 32 and 28 u. At 1 Torr it is \(7.71\times10^6\ {\rm s^{-1}}\).

Integrating the thermal rate by parts gives the canonical expression

\[
k_\infty=\frac1{hQ}\int_{E_0}^{\infty}N^\ddagger(E-E_0)e^{-E/kT}dE
=\frac{kT}{h}\frac{Q^\ddagger}{Q}e^{-E_0/kT},
\]

where \(Q^\ddagger\) is the transition-state partition function measured from the barrier. Closed-form partition functions give \(17.196\ {\rm s^{-1}}\); the grain sum gives \(17.198\ {\rm s^{-1}}\).

The collision matrix has \(\mu_0=1.437\times10^{-9}\) and \(\gamma=0.01799\). Their ratio bounds \(\lambda_1/\lambda_2\) by \(8.0\times10^{-8}\) at every pressure at 900 K. The slow eigenvalue is therefore well isolated in this model. With temperature and all molecular parameters fixed, the pressure dependence is:

| Pressure (Torr) | \(\lambda_1\) (s⁻¹) | \(\lambda_1/k_\infty\) |
|---:|---:|---:|
| 0.1 | \(1.08\times10^{-3}\) | \(6.30\times10^{-5}\) |
| 1 | \(9.88\times10^{-3}\) | \(5.74\times10^{-4}\) |
| 10 | \(7.81\times10^{-2}\) | \(4.54\times10^{-3}\) |
| 100 | 0.477 | 0.0277 |
| 760 | 1.77 | 0.103 |

At 1 Torr, \(\omega\mu_0=(7.71\times10^6)(1.437\times10^{-9})=1.11\times10^{-2}\ {\rm s^{-1}}\), and \(\lambda_1\) is 89% of this bound. Collisional supply of energetic molecules is the main bottleneck. The slow population shows the depletion: relative to a thermal distribution it is 0.25 in the first reactive grain and \(4.3\times10^{-7}\) at 0.30 eV higher. Replacing the collision law by complete thermalisation at each collision, with \(\omega\) and \(k_i\) fixed, raises \(\lambda_1\) to \(0.132\ {\rm s^{-1}}\). The gradual energy transfer of the model gives 0.075 of that value.

The two pressure limits follow from perturbation theory. As \(\omega\to0\), reaction empties the reactive grains, and collisions act to first order within the nonreactive ones, so \(\lambda_1\to\omega\mu_0\). As \(\omega\to\infty\), reaction is a small perturbation of the thermal vector, so \(\lambda_1\to k_\infty\). The computed ratios to these limits are 0.999997 at \(10^{-5}\) Torr and 0.999986 at \(10^{10}\) Torr. The latter is a formal test of the equations, not a gas model at that pressure.

At 1 Torr, \(1/\lambda_2=7.19\ \mu{\rm s}\) and \(1/\lambda_1=101\) s. The projection bound gives \(1-c_1\le1.24\times10^{-4}\); the computed value is \(2.8\times10^{-8}\). The initial flux coefficient is nevertheless about 1,740 times \(\lambda_1\), because the thermal start fills reactive grains that soon empty. For a flux within 1% of \(\lambda_1\), the transient bound requires at most

\[
t\simeq(7.19\ \mu{\rm s})\ln\frac{1740}{0.01}\simeq87\ \mu{\rm s}.
\]

Implicit time evolution gives \(k(t)=9.879\times10^{-3}\ {\rm s^{-1}}\) after 216 μs, equal to \(\lambda_1\) at the digits shown.

## A hotter case with weaker separation

At 2500 K and 760 Torr, with the grid extended to 8 eV and \(\alpha\) unchanged, \(\lambda_1=1.97\times10^6\) and \(\lambda_2=2.65\times10^7\ {\rm s^{-1}}\). Their ratio is 13.5, but \(c_1=0.863\): about 14% of a thermal sample decays through faster modes. The projection bound is no help, since \(k_\infty=1.97\times10^{10}\ {\rm s^{-1}}\) makes its right-hand side far larger than one.

A matrix exponential of the unsymmetrised equation gives the same late decay rate, \(1.971\times10^6\ {\rm s^{-1}}\). The slow eigenvalue still governs late decay, but a single rate constant no longer describes the whole thermal sample. The full modal sum, or direct time evolution, is then needed.

## Numerical error and physical error

Halving the grain width to 5 meV at 900 K and 1 Torr changes \(\lambda_1\) by \(-0.15\%\). Uncertainties in the physical input are much larger. At the same temperature and pressure, raising \(\alpha\) from 40 to 60 meV multiplies \(\lambda_1\) by 1.63, and raising the barrier by 0.05 eV multiplies it by 0.60. Tunnelling through a parabolic barrier with a 130 meV quantum multiplies \(\lambda_1\) by 2.07, although it multiplies \(k_\infty\) only by \(u/\sin u=1.13\), with \(u=130\ {\rm meV}/2kT\). This overstates penetration, because it permits reaction below the product energy. Morse stretches with a depth of 4 eV, and the first excitation kept at 270 meV, raise the density of states just above the barrier by about 7%; the rate was not recomputed with them.

Angular momentum matters more. The model lets all rotational energy help to cross the barrier. If \(J\) is conserved, rotational energy \(E_r\) becomes \((0.30/0.36)E_r\) at the transition state, so one sixth of it is released. The vibrational threshold is then \(E_0-E_r/6\). Averaged over thermal rotation, the population above this threshold is about 0.13 of that in the active-rotor model (0.129 when summed over the discrete vibrational levels, 0.136 with the interpolated tail of the numerical output). If the low-pressure limit \(\omega\mu_0\) scaled with this population, it would fall at 1 Torr to about \(1.4\times10^{-3}\ {\rm s^{-1}}\), and \(\lambda_1\) could not exceed it. This is an estimate, not a solution resolved in both energy and \(J\).

The chosen 900 K and 1 Torr lie roughly in the range of low-pressure silicon deposition from silane. The model gives a gas-phase lifetime of order 100 s, and the angular-momentum estimate lengthens it to roughly 700 s or more. Real reactors also break the assumption of an isolated gas. For a tube of 5 cm radius, a simple kinetic estimate gives a diffusion time to the wall of 7.8 ms, about \(10^4\) times shorter than the model lifetime. Molecules therefore reach the wall many times before this gas-phase step is likely. Total precursor consumption then also depends on the surface reaction probability, which the model does not supply. For silane dilute in nitrogen, \(\lambda_1\) can enter a reactor calculation as the rate constant of the first gas-phase decomposition step. With these rough inputs it is only a coarse estimate: the barrier and angular-momentum changes above together alter it by more than a factor of ten. The remaining computed values are in the numerical output.

## Table of computed values

```
Barrier 2.40 eV; alpha 40 meV
Grain 10 meV; top 4.5 eV; 450 grains
Main case: 900 K, 1 Torr; kT 77.56 meV
Collision frequency 7.7105e+06 1/s
k_inf grained 17.1982 1/s
k_inf canonical 17.1961 1/s
First reactive grain rate 2.167e+06 1/s
Largest grain rate 4.956e+12 1/s
mu0 1.4372e-09 per collision; gap 0.01799 per collision
Bound on lam1/lam2 at 900 K: 7.987e-08
P (Torr), lam1 (1/s), lam2 (1/s), lam1/k_inf:
     0.1 1.0836e-03 1.3918e+04 6.300e-05
     1.0 9.8792e-03 1.3916e+05 5.744e-04
    10.0 7.8133e-02 1.3912e+06 4.543e-03
   100.0 4.7655e-01 1.3904e+07 2.771e-02
   760.0 1.7704e+00 1.0560e+08 1.029e-01
Lifetime 1/lam1 at 1 Torr 101.22 s
Relaxation time 1/lam2 at 1 Torr 7.186 us
1-c1 at 1 Torr 2.82e-08; its bound 1.24e-04
n/f in first reactive grain 0.2481
n/f 0.30 eV higher 4.300e-07
lam1/(omega mu0) at 1e-5 Torr 0.999997
lam1/k_inf at 1e10 Torr (formal) 0.999986
900 K: positive 9.879178e-03, plain eigh 1.014791e-02 1/s
700 K: positive 4.289668e-06, plain eigh 6.168190e-05 1/s
Machine precision x largest rate 1.10e-03 1/s
60-grain test: relative error vs 40 digits 1.5e-15
Flux coefficient after 215.6 us: 9.8792e-03 1/s
Strong-collision lam1 1.3234e-01 1/s; ratio 0.0746
2500 K, 760 Torr: lam1 1.9710e+06, lam2 2.6539e+07 1/s
  k_inf 1.9679e+10 1/s; late slope 1.9710e+06 1/s
  lam2/lam1 13.465; c1 0.8628
  bound on lam1/lam2 0.3006
5 meV / 10 meV grain, lam1 ratio 0.99853
alpha 60 meV / 40 meV, lam1 ratio 1.628
barrier +0.05 eV, lam1 ratio 0.604
tunnelling, 130 meV parabola, ratio 2.065
Morse stretches (4 eV), state-density ratio 1.065
Thermal fraction above barrier 2.096e-08
J-conserving / active-rotor fraction 0.136
Diffusion time to wall, 5 cm radius 7.84 ms
```
